\section*{Benchmark errors and method rankings against an imperfect reference, part 3}

A benchmark compares method values $m_i$ with reference values $\rho_i$ that stand in for targets $t_i$. The method, reference and apparent errors are $e_i=m_i-t_i$, $r_i=\rho_i-t_i$ and $d_i=m_i-\rho_i=e_i-r_i$. With $\langle\cdot\rangle$ the average over items or a population, $\mathrm{MSE}=\langle e^2\rangle$, $R^2=\langle r^2\rangle$ and $\mathrm{MSD}=\langle d^2\rangle$ have roots RMSE, $R$ and RMSD. The bias of the reference is $b_r=\langle r\rangle$, the overlap is $\beta=\langle er\rangle/R^2$, and $\cos\theta=\langle er\rangle/(\mathrm{RMSE}\cdot R)$. Energies are in kcal/mol; "the program" is the numerical check.

Part (a) gave
\begin{equation}
\mathrm{MSD} = \mathrm{MSE} + R^2 - 2\langle er\rangle .
\label{eq:identity}
\end{equation}
\begin{equation}
|\mathrm{RMSE}-R| \;\le\; \mathrm{RMSD}\;\le\; \mathrm{RMSE}+R .
\label{eq:triangle}
\end{equation}
In part (b), independence of $e$ and $r$ together with $b_r=0$ gave the quadrature rule $\mathrm{MSD}=\mathrm{MSE}+R^2$. In part (d), for fixed $e_i$ and random $r_i$ of mean zero and variance $\sigma_r^2$, the expectation $\mathbb E$ over the $r_i$ gave
\begin{equation}
\mathbb E[\mathrm{MSD}]=\mathrm{MSE}+\sigma_r^2 ,
\label{eq:meanmsd}
\end{equation}
with $\sigma_r^2$ replaced by the mean over items if the variances differ. Part (f) gave
\begin{equation}
\mathrm{MSD}<\mathrm{MSE}\iff\beta>\tfrac12 .
\label{eq:half}
\end{equation}
\begin{equation}
\mathrm{MSD}-R^2=\mathrm{MSE}-2\langle er\rangle=\mathrm{MSE}-2\beta R^2 .
\label{eq:wrongcorr}
\end{equation}
Part (g), for two methods with $\Delta=\mathrm{MSE}_A-\mathrm{MSE}_B>0$, gave
\begin{equation}
\mathrm{MSD}_A-\mathrm{MSD}_B=\Delta-2\langle(e_A-e_B)\,r\rangle=\Delta-2R^2(\beta_A-\beta_B).
\label{eq:shift}
\end{equation}
\begin{equation}
\mathrm{MSD}_A<\mathrm{MSD}_B\iff2\langle(e_A-e_B)\,r\rangle>\Delta .
\label{eq:reversal}
\end{equation}

The computed results at the end also cover the model of the earlier parts: methods A and B with biases $b_A=-2$, $b_B=+1$ and standard deviations $\sigma_A=1$, $\sigma_B=1.5$, and a reference with $\sigma_r=1$. There $\kappa$ is the correlation coefficient of $e$ and $r$, and $b_r^\ast$ is the reference bias at which A and B tie in MSD. The rows for $N=12$ treat fixed method errors and random $r_i$: $s$ is the standard deviation of $\mathrm{MSD}_A-\mathrm{MSD}_B$, $z=|\Delta|/s$, and the swap probability is that of finding the two methods in the wrong order.

\subsection*{(h) Binding energies of H$_2$ against a small-basis reference}

The items are the binding energies $D(\ell)=2E(\mathrm H)-E(\mathrm H_2;\ell)$ at five bond lengths $\ell$, for clamped nuclei and the non-relativistic Hamiltonian, so that $D>0$ for a bound molecule. Full configuration interaction (FCI), the exact solution within a basis set, defines both the target, in the cc-pVTZ basis (TZ), and the reference, in the smaller cc-pVDZ basis (DZ). The methods are second-order M{\o}ller--Plesset theory on a restricted Hartree--Fock determinant in DZ (MP2/DZ), and Kohn--Sham theory in TZ with the local density approximation in the Slater and VWN5 form (LDA/TZ) and with the PBE functional (PBE/TZ), spin-restricted for the molecule and spin-polarised for the atom. For the one-electron atom, Hartree--Fock, MP2 and FCI coincide. With 1 hartree $=627.509$ kcal/mol the computed values are, in kcal/mol:
\begin{center}
\begin{tabular}{lrrrrr}
$\ell$ (\AA) & 0.65 & 0.70 & 0.75 & 0.85 & 0.95\\
$t$: FCI/TZ & 103.979 & 107.552 & 108.359 & 104.545 & 96.541\\
$\rho$: FCI/DZ & 97.148 & 101.875 & 103.562 & 100.893 & 93.476\\
MP2/DZ & 92.380 & 96.870 & 98.298 & 95.029 & 86.874\\
LDA/TZ & 106.796 & 111.424 & 113.203 & 111.070 & 104.398\\
PBE/TZ & 99.660 & 103.588 & 104.737 & 101.534 & 94.003
\end{tabular}
\end{center}
FCI in the larger cc-pVQZ basis (QZ) gives $D=109.100$ at $0.75$ \AA. Find the true and apparent orders and the overlaps, account for them, examine what happens when the signs of the $r_i$ are randomised at fixed magnitude, and decide whether the imperfection of the target affects the conclusion.

\paragraph{Solution.} All averages here are means over the five items. The items lie on one potential curve and are not an independent sample, so only the identities of parts (a), (f) and (g) are used and no probability is attached to the results. Three decimals are carried so that the arithmetic can be followed; sums and differences formed from rounded entries can deviate from the values below, which come from the unrounded numbers, in the last digit. The program obtains the FCI energies in DZ and TZ by diagonalising the two-electron Hamiltonian matrix and asserts agreement with coupled-cluster singles and doubles, which is exact for two electrons and supplies the QZ value; it also asserts that an explicit second-order sum agrees with the library value of the MP2 energy.

The errors relative to the target, and the apparent errors relative to the reference, are
\begin{center}
\begin{tabular}{lrrrrr}
$r$ & $-6.832$ & $-5.677$ & $-4.797$ & $-3.652$ & $-3.065$\\
$e$, MP2/DZ & $-11.599$ & $-10.682$ & $-10.061$ & $-9.516$ & $-9.667$\\
$d$, MP2/DZ & $-4.767$ & $-5.005$ & $-5.264$ & $-5.864$ & $-6.602$\\
$e$, LDA/TZ & $2.816$ & $3.872$ & $4.843$ & $6.525$ & $7.857$\\
$d$, LDA/TZ & $9.648$ & $9.550$ & $9.640$ & $10.177$ & $10.922$\\
$e$, PBE/TZ & $-4.319$ & $-3.964$ & $-3.622$ & $-3.011$ & $-2.537$\\
$d$, PBE/TZ & $2.513$ & $1.713$ & $1.175$ & $0.641$ & $0.527$
\end{tabular}
\end{center}
The reference underbinds on every item, with $b_r=-4.805$. Its mean square is
\begin{equation}
R^2=\tfrac15(46.68+32.23+23.01+13.34+9.39)=24.93,\qquad R=4.993 .
\end{equation}
Since $b_r^2=23.09$, the bias makes up most of $R^2$, and the condition $b_r=0$ of part (b) is far from holding.

For MP2/DZ the mean square error and the cross term are
\begin{align}
\mathrm{MSE}&=\tfrac15(134.54+114.11+101.22+90.55+93.45)=106.8,\nonumber\\
\langle er\rangle&=\tfrac15(79.24+60.64+48.26+34.75+29.63)=50.51 ,
\end{align}
and with the unrounded values \eqref{eq:identity} gives $\mathrm{MSD}=106.776+24.930-2(50.507)=30.692$ and $\beta=50.507/24.930=2.026$. For LDA/TZ,
\begin{align}
\mathrm{MSE}&=\tfrac15(7.93+14.99+23.45+42.58+61.73)=30.14,\nonumber\\
\langle er\rangle&=-\tfrac15(19.24+21.98+23.23+23.83+24.08)=-22.47 ,
\end{align}
so $\mathrm{MSD}=30.138+24.930+2(22.474)=100.016$ and $\beta=-22.474/24.930=-0.901$. For PBE/TZ, $\mathrm{MSE}=12.599$ and $\langle er\rangle=17.633$ give $\mathrm{MSD}=12.599+24.930-35.266=2.26$ and $\beta=0.707$. The roots, in kcal/mol, are
\begin{center}
\begin{tabular}{lrrr}
 & RMSE & RMSD & $\beta$\\
MP2/DZ & 10.33 & 5.54 & $2.03$\\
LDA/TZ & 5.49 & 10.00 & $-0.90$\\
PBE/TZ & 3.55 & 1.5 & $0.71$
\end{tabular}
\end{center}
For MP2/DZ the true and apparent errors are $43.2$ and $23.2$ kJ/mol, and for LDA/TZ $23.0$ and $41.8$ kJ/mol. Relative to the FCI/TZ target the order is PBE, LDA, MP2 (the first two places depend on the target, as discussed at the end of this part); relative to the reference it is PBE, MP2, LDA. Condition \eqref{eq:reversal} with A = MP2/DZ and B = LDA/TZ reads $2(50.507+22.474)=145.962>\Delta=106.776-30.138=76.638$, and \eqref{eq:shift} gives $76.638-145.962=-69.324=30.692-100.016$. The program asserts this reversal, together with $\beta>\tfrac12$ and $\mathrm{MSD}<\mathrm{MSE}$ for MP2/DZ, and $\langle er\rangle<0$ for LDA/TZ.

The error of MP2/DZ can be split as $e=r+d$, where $r$ is the change of the FCI binding energy from TZ to DZ, and $d$ compares MP2 with FCI in the same basis. The atomic energies in $m$ and $\rho$ are identical and cancel, so $d=E_{\rm FCI}(\mathrm H_2)-E_{\rm MP2}(\mathrm H_2)$ in DZ. The benchmark sees this truncation of the correlation treatment within DZ, and no energy from a larger basis enters it. Multiplying $e=r+d$ by $r$ and averaging gives $\beta=1+\langle dr\rangle/R^2$. This relation is an identity for every method, because $e=r+d$ always holds, so the leading 1 is not by itself evidence of a shared basis error. To find how much of $\beta$ comes from the DZ basis one would need the MP2 binding energies in TZ, which are not computed here. The second term is $(50.507-24.930)/24.930=1.026$, positive because $d$ and $r$ are both negative on all five items. The sign of $d$ says that the MP2 energy lies above the FCI energy here. That is a computed fact and no theorem, since MP2 is not variational; the sign of $r$ is likewise computed, because $D$ is a difference of energies to which the variational principle does not apply directly.

LDA/TZ overbinds on every item while the reference underbinds, so $|d_i|=|e_i|+|r_i|$ item by item, for example $4.843+4.797=9.640$ at $0.75$ \AA. Its RMSD of $10.00$ lies near the upper end $5.490+4.993=10.483$ of the interval \eqref{eq:triangle}, with $\cos\theta=-22.474/(5.490\cdot4.993)=-0.82$.

PBE/TZ shares neither the DZ basis nor the correlation treatment of the reference, yet $\beta=0.707>\tfrac12$, and its apparent error of $1.5$ kcal/mol is less than half of its true error of $3.55$ kcal/mol. The table shows that its errors have the sign of $r$ and, like $r$, shrink in magnitude with increasing $\ell$; the two error vectors are nearly parallel, with $\cos\theta=17.633/(3.549\cdot4.993)=0.995$, and RMSD $=1.505$ is close to the lower end $|3.549-4.993|=1.444$ of \eqref{eq:triangle}. No mechanism for this alignment is derived here, and the calculation does not supply one. It illustrates that \eqref{eq:half} depends on the overlap of the numbers and not on kinship of the methods. With FCI/TZ as the target, the rank of PBE/TZ is unaffected, since it is first in both orders. The subtraction \eqref{eq:wrongcorr} gives $30.692-24.930=5.762$ for MP2/DZ against the true $106.776$, $100.016-24.930=75.086$ for LDA/TZ against $30.138$, and the negative value $2.264-24.930$ for PBE/TZ.

To separate the size of the reference error from its direction, replace $\rho_i$ by $t_i+s_ir_i$ with signs $s_i=\pm1$, and average over all $2^5=32$ sign patterns. Then $d_i^2=e_i^2-2s_ie_ir_i+r_i^2$, because $s_i^2=1$. Each $s_i$ equals $+1$ in half of the patterns, so the cross term averages to zero and the averaged MSD equals $\mathrm{MSE}+R^2$ exactly. This is \eqref{eq:meanmsd} for a two-valued, unbiased error with item variances $r_i^2$. The roots are $\sqrt{106.776+24.930}=11.476$ for MP2/DZ, $\sqrt{30.138+24.930}=7.421$ for LDA/TZ and $\sqrt{12.599+24.930}=6.126$ for PBE/TZ, in the true order. The program enumerates the patterns and asserts the quadrature sum for each method and the restored order of MP2/DZ and LDA/TZ. Every pattern has the same $R$ as the actual reference, so the reversal is produced by the cross term and not by the magnitude of the reference error. The statement concerns the average; the pattern with all signs positive is the actual reference, and single patterns can still misorder the methods: 5 of the 32 put MP2/DZ ahead of LDA/TZ and 10 put LDA/TZ ahead of PBE/TZ.

The target is itself approximate. At $0.75$ \AA{} the step from TZ to QZ changes $D$ by $109.100-108.359=0.741$ kcal/mol, about 15\% of $|r|=4.797$ there; the program asserts that the change is positive and below 30\% of $|r|$. This is the size of one basis step at one bond length, and it is not a bound on the distance to the complete-basis value. Let the exact values be $t_i+\tau_i$. The apparent errors $d_i$ do not contain $t_i$, so the apparent order is unchanged. The method errors become $e_i-\tau_i$, the $\tau_i^2$ terms cancel in the difference as in \eqref{eq:shift}, and
\begin{equation}
\Delta_{\rm exact}=\Delta-2\langle\delta\,\tau\rangle,\qquad\delta_i=m_{A,i}-m_{B,i}.
\end{equation}
For MP2/DZ minus LDA/TZ all $\delta_i$ are negative. If the $\tau_i$ are positive, as the QZ step suggests at one point, $\Delta_{\rm exact}>\Delta$ and the reversal is strengthened. For $\tau_i$ of any sign, $|\langle\delta\tau\rangle|\le\sqrt{\langle\delta^2\rangle\langle\tau^2\rangle}\le\max_i|\delta_i|\,\sqrt{\langle\tau^2\rangle}$, and the largest $|\delta_i|$ is $104.398-86.874=17.524$ at $0.95$ \AA. Then $\Delta_{\rm exact}>0$ is guaranteed as long as $\sqrt{\langle\tau^2\rangle}<76.638/(2\cdot17.524)=2.19$ kcal/mol, about three times the observed TZ-to-QZ step and about twice the estimated distance to the complete basis given below. The true order of PBE/TZ and LDA/TZ is much less secure. For LDA/TZ minus PBE/TZ, $\Delta=30.138-12.599=17.539$ and all $\delta_i$ are positive, with mean $8.674$, so positive $\tau_i$ reduce $\Delta$, and a uniform $\tau=17.539/(2\cdot8.674)=1.01$ kcal/mol, about $1.4$ times the TZ-to-QZ step, makes the two tie. The first place of PBE/TZ is therefore established relative to FCI/TZ only, and it is not expected to survive the complete-basis limit. FCI/QZ as target at all five bond lengths has $\tau_i$ between $0.68$ and $0.85$ kcal/mol and lowers this $\Delta$ to about $4.7$. Estimates of the complete-basis limit put the $\tau_i$ between about $1.0$ and $1.3$ kcal/mol, with root mean square $1.1$ to $1.2$, and give $\Delta$ between about $-1$ and $-3$, so that LDA/TZ is slightly ahead of PBE/TZ. For MP2/DZ minus LDA/TZ the same change raises $\Delta$ from $77$ to about $110$. The values of RMSE and $\beta$ are defined relative to FCI/TZ. Toward the complete basis the RMSE values move by about 1 kcal/mol, to roughly $11.5$ (MP2/DZ), $4.5$ (LDA/TZ) and $4.7$ (PBE/TZ), and $\beta$ moves to roughly $1.85$, $-0.57$ and $0.76$, so each $\beta$ stays on its side of $0$ and $\tfrac12$. In general a change of target by $\tau$ moves each RMSE by at most $\sqrt{\langle\tau^2\rangle}$, by \eqref{eq:triangle} applied to $e-\tau$.

\section*{Computed results}
\begin{verbatim}
model: b_A=-2.0, s_A=1.0, b_B=1.0, s_B=1.5, s_r=1.0 kcal/mol
true MSE A,B = 5.000, 3.250 (kcal/mol)^2
true RMSE A,B = 2.236, 1.803 kcal/mol; ratio 1.240
b_r=0: MSD A,B = 6.000, 4.250 (kcal/mol)^2
b_r=0: RMSD A,B = 2.449, 2.062 kcal/mol; ratio 1.188
b_r=-1.0: R2 = 2.000; MSD A,B = 3.000, 7.250 (kcal/mol)^2
b_r=-1.0: RMSD A,B = 1.732, 2.693 kcal/mol
b_r=-1.0: beta A,B = 1.000, -0.500
b_r=-1.0: sqrt(MSD-R2) A,B = 1.000, 2.291 kcal/mol
rank-reversal bias b_r* = -0.2917 kcal/mol
B, b_r=0: MSD=MSE at kappa = 0.3333, beta = 0.5000
unit Laplace pair: E|d| = 1.5000, quadrature 1.4142 kcal/mol
e=1, r uniform(-0.5,0.5): E|d| = 1.0000, quadrature 1.0308 kcal/mol
zero-mean Gaussians s=1.5,1.0: E|e|=1.1968, E|r|=0.7979, E|d|=1.4384 kcal/mol
method A: E|e|=2.0170, E|d|=2.1005, quadrature 2.1691 kcal/mol
N=12: sd(MSD_A) formula 1.354, sampled 1.354 (kcal/mol)^2
N=12: rms(e_A-e_B) = 3.500 kcal/mol; s = 2.021 (kcal/mol)^2; z = 0.866
N=12: swap probability formula 0.193, sampled 0.193
N=12: mean RMSD_A = 2.434 kcal/mol
1 hartree = 627.509 kcal/mol; H2 rows below in kcal/mol
R (angstrom)      0.650    0.700    0.750    0.850    0.950
D FCI/TZ (t)    103.979  107.552  108.359  104.545   96.541
D FCI/DZ (rho)   97.148  101.875  103.562  100.893   93.476
D MP2/DZ         92.380   96.870   98.298   95.029   86.874
D LDA/TZ        106.796  111.424  113.203  111.070  104.398
D PBE/TZ         99.660  103.588  104.737  101.534   94.003
r                -6.832   -5.677   -4.797   -3.652   -3.065
D FCI/QZ at 0.75 A = 109.100; QZ-TZ = 0.741 kcal/mol
reference: bias -4.805, R = 4.993 kcal/mol; R2 = 24.930 (kcal/mol)^2
e MP2/DZ        -11.599  -10.682  -10.061   -9.516   -9.667
d MP2/DZ         -4.767   -5.005   -5.264   -5.864   -6.602
MP2/DZ: MSE 106.776, MSD 30.692, <er> 50.507 (kcal/mol)^2; beta 2.026
MP2/DZ: RMSE 10.333, RMSD 5.540, random-sign RMSD 11.476 kcal/mol
MP2/DZ: RMSE 43.23, RMSD 23.18 kJ/mol
e LDA/TZ          2.816    3.872    4.843    6.525    7.857
d LDA/TZ          9.648    9.550    9.640   10.177   10.922
LDA/TZ: MSE 30.138, MSD 100.016, <er> -22.474 (kcal/mol)^2; beta -0.901
LDA/TZ: RMSE 5.490, RMSD 10.001, random-sign RMSD 7.421 kcal/mol
LDA/TZ: RMSE 22.97, RMSD 41.84 kJ/mol
e PBE/TZ         -4.319   -3.964   -3.622   -3.011   -2.537
d PBE/TZ          2.513    1.713    1.175    0.641    0.527
PBE/TZ: MSE 12.599, MSD 2.264, <er> 17.633 (kcal/mol)^2; beta 0.707
PBE/TZ: RMSE 3.549, RMSD 1.505, random-sign RMSD 6.126 kcal/mol
PBE/TZ: RMSE 14.85, RMSD 6.29 kJ/mol
MP2-LDA: dMSE 76.638, 2<(eA-eB)r> 145.962, dMSD -69.324 (kcal/mol)^2
\end{verbatim}
